# Bound State and Trapped Population at a One-Dimensional Quadratic Band Edge: verification in Python

```python
"""
Result under test: an emitter at detuning Delta from the edge of a 1D band A*k^2,
with flat coupling g, has one bound state of energy -y^2, where y > 0 solves
    y^3 + Delta*y - B = 0,   B = g^2/(2 sqrt(A)) = beta^(3/2).
Localization length xi = sqrt(A)/y (amplitude), emitter weight
Z = 2y^3/(2y^3+B), steady excited population Z^2.
Frequencies are omega/2pi in MHz, lengths in array periods d, times in ns.
The independent model is a resonator array with hopping J = A/d^2.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import wofz

J, g = 500.0, 20.0
A = J
B = g**2 / (2 * np.sqrt(A))
beta = B**(2 / 3)
detunings = [-10.0, 0.0, 10.0]
times = np.array([20.0, 50.0, 100.0, 200.0, 400.0, 700.0])
n_sites = 2600


def phase_time(t_ns):
    """Time multiplied by 2 pi, in 1/MHz, so that MHz * time is a phase."""
    return 2 * np.pi * 1e-3 * t_ns


def positive_root(delta):
    """Closed-form positive root of the cubic."""
    disc = B**2 / 4 + delta**3 / 27
    if disc >= 0:
        s = np.sqrt(disc)
        return np.cbrt(B / 2 + s) + np.cbrt(B / 2 - s)
    angle = np.arccos(B / 2 * (-3 / delta)**1.5) / 3
    return 2 * np.sqrt(-delta / 3) * np.cos(angle)


def weight(delta):
    y = positive_root(delta)
    return 2 * y**3 / (2 * y**3 + B)


def amplitude(delta, tau):
    """Emitter amplitude of the quadratic-edge model from the three roots."""
    roots = np.roots([1, 0, delta, -B]).astype(complex)
    total = 0
    for y in roots:
        r = y / (3 * y**2 + delta)
        a = np.exp(0.25j * np.pi) * y
        # wofz(-i z) equals exp(z^2) erfc(-z)
        total = total + r * y * wofz(-1j * a * np.sqrt(tau))
    return total


def array_matrix(delta, scale):
    """Even sector of the array; scale refines the lattice at fixed A."""
    hop = J * scale**2
    diag = np.full(n_sites + 1, 2 * hop)
    diag[0] = delta
    off = np.full(n_sites, -hop)
    off[0] = g * np.sqrt(scale)
    off[1] = -np.sqrt(2) * hop
    return diag, off


# Self-energy: momentum integral against the closed form
for energy in (-0.7, -4.0, -15.0):
    def integrand(k):
        return g**2 / np.pi / (energy - A * k**2)
    direct = quad(integrand, 0, 1, limit=200)[0] + quad(integrand, 1, np.inf)[0]
    assert abs(direct / (-B / np.sqrt(-energy)) - 1) < 1e-7

# Exactly one root has positive real part, and the closed form gives it
for delta in np.linspace(-12, 12, 49) * beta:
    roots = np.roots([1, 0, delta, -B])
    right = roots[roots.real > 0]
    assert len(right) == 1
    assert abs(right[0] - positive_root(delta)) < 1e-8 * np.sqrt(beta)

# Completeness: bound weight plus integrated continuum weight is one
for delta in detunings:
    def density(q):
        y = -1j * q
        green = -y / (y**3 + delta * y - B)
        return -2 * q * green.imag / np.pi
    cut = 10 * np.sqrt(beta)
    continuum = quad(density, 0, cut, limit=300)[0] + quad(density, cut, np.inf)[0]
    assert abs(weight(delta) + continuum - 1) < 1e-6

# Long-time continuum tail of the amplitude
for delta in detunings:
    tau = 4000 / beta
    y = positive_root(delta)
    rest = amplitude(delta, tau) - weight(delta) * np.exp(1j * y**2 * tau)
    tail = np.exp(-0.75j * np.pi) / (2 * np.sqrt(np.pi) * B * tau**1.5)
    assert abs(rest / tail - 1) < 0.01

# Limits deep in the gap and well inside the band
far = 30 * beta
assert abs((1 - weight(-far)) / (B / (2 * far**1.5)) - 1) < 0.02
assert abs(weight(far)**2 / (4 * (beta / far)**6) - 1) < 0.01
far_roots = np.roots([1, 0, far, -B])
far_rate = 2 * max((far_roots**2).imag)
assert abs(far_rate / (2 * B / np.sqrt(far)) - 1) < 0.02
assert abs(weight(0.0) - 2 / 3) < 1e-12

print(f"hopping J/2pi = {J:.0f} MHz, coupling g/2pi = {g:.0f} MHz")
print(f"B = {B:.4f} MHz^1.5, beta/2pi = {beta:.4f} MHz")
print(f"beta/J = {beta / J:.5f}, sites on each side = {n_sites - 1}")

# No photon can travel to the end of the array and back within the time used
assert J * phase_time(times[-1]) < n_sites - 1

formula_pop, array_pop = [], []
for delta in detunings:
    y = positive_root(delta)
    e_bound, xi, z = -y**2, np.sqrt(A) / y, weight(delta)
    vals, vecs = eigh_tridiagonal(*array_matrix(delta, 1))
    bound = vecs[:, 0]
    e_array, z_array = vals[0], bound[0]**2
    # vector index 1 is the emitter's own site, so indices 11 and 31
    # are sites 10 and 30
    xi_array = 20 / np.log(bound[11] / bound[31])
    assert vals[0] < 0 < vals[1]
    assert abs(z_array - z) < 3e-3
    assert abs(xi_array / xi - 1) < 5e-3
    ratio = -g / (2 * np.sqrt(A) * y)
    assert abs(bound[1] / bound[0] / ratio - 1) < 0.01

    # Halving the lattice period cuts the energy error by four
    e_fine = eigh_tridiagonal(*array_matrix(delta, 2), eigvals_only=True,
                              select='i', select_range=(0, 0))[0]
    error_ratio = (e_array - e_bound) / (e_fine - e_bound)
    assert abs(error_ratio - 4) < 0.15

    tau = phase_time(times)
    p_formula = np.abs(amplitude(delta, tau))**2
    p_array = np.abs(np.exp(-1j * np.outer(tau, vals)) @ vecs[0]**2)**2
    assert np.max(np.abs(p_formula - p_array)) < 5e-3
    b = 1 / (2 * np.sqrt(np.pi) * B * tau[-1]**1.5)
    assert abs(p_array[-1] - z**2) < 2 * (2 * z * b + b**2)
    formula_pop.append(p_formula)
    array_pop.append(p_array)

    print(f"--- Delta/2pi = {delta:+.0f} MHz")
    print(f"root y = {y:.4f} MHz^0.5")
    print(f"bound energy: cubic {e_bound:.4f}, array {e_array:.4f} MHz")
    print(f"length xi: cubic {xi:.3f}, array {xi_array:.3f} d")
    print(f"emitter weight Z: cubic {z:.4f}, array {z_array:.4f}")
    print(f"steady population Z^2 = {z**2:.4f}")
    print(f"energy error ratio on halving the period = {error_ratio:.3f}")

    if delta == 0:
        field = vecs @ (vecs[0] * np.exp(-1j * vals * tau[-1]))
        last = int(round(5 * xi)) + 2
        near = np.sum(np.abs(field[1:last])**2)
        away = np.sum(np.abs(field[last:])**2)
        assert abs(near - z * (1 - z)) < 0.01
        assert abs(away - (1 - z)) < 0.01
        print(f"bound photon Z(1-Z) = {z * (1 - z):.4f}")
        print(f"array photon within 5 xi at 700 ns = {near:.4f}")
        print(f"radiated 1-Z = {1 - z:.4f}")
        print(f"array photon beyond 5 xi at 700 ns = {away:.4f}")
    if delta > 0:
        rate = 2 * max((np.roots([1, 0, delta, -B])**2).imag)
        golden = 2 * B / np.sqrt(delta)
        print(f"decay rate/2pi: complex root {rate:.3f} MHz")
        print(f"decay rate/2pi: golden rule {golden:.3f} MHz")
        print(f"lifetime from complex root = {1e3 / (2 * np.pi * rate):.2f} ns")

print("--- excited population, Delta/2pi = -10, 0, +10 MHz")
for i, t in enumerate(times):
    f = " ".join(f"{p[i]:.4f}" for p in formula_pop)
    a = " ".join(f"{p[i]:.4f}" for p in array_pop)
    print(f"t = {t:.0f} ns: formula {f}; array {a}")

print("done: every assertion held")
```

Running it gives:

```
hopping J/2pi = 500 MHz, coupling g/2pi = 20 MHz
B = 8.9443 MHz^1.5, beta/2pi = 4.3089 MHz
beta/J = 0.00862, sites on each side = 2599
--- Delta/2pi = -10 MHz
root y = 3.5394 MHz^0.5
bound energy: cubic -12.5271, array -12.5199 MHz
length xi: cubic 6.318, array 6.326 d
emitter weight Z: cubic 0.9084, array 0.9080
steady population Z^2 = 0.8251
energy error ratio on halving the period = 3.985
--- Delta/2pi = +0 MHz
root y = 2.0758 MHz^0.5
bound energy: cubic -4.3089, array -4.3058 MHz
length xi: cubic 10.772, array 10.780 d
emitter weight Z: cubic 0.6667, array 0.6662
steady population Z^2 = 0.4444
energy error ratio on halving the period = 3.994
bound photon Z(1-Z) = 0.2222
array photon within 5 xi at 700 ns = 0.2263
radiated 1-Z = 0.3333
array photon beyond 5 xi at 700 ns = 0.3333
--- Delta/2pi = +10 MHz
root y = 0.8360 MHz^0.5
bound energy: cubic -0.6989, array -0.6987 MHz
length xi: cubic 26.747, array 26.753 d
emitter weight Z: cubic 0.1156, array 0.1155
steady population Z^2 = 0.0134
energy error ratio on halving the period = 3.998
decay rate/2pi: complex root 5.424 MHz
decay rate/2pi: golden rule 5.657 MHz
lifetime from complex root = 29.34 ns
--- excited population, Delta/2pi = -10, 0, +10 MHz
t = 20 ns: formula 0.7643 0.6571 0.5933; array 0.7637 0.6563 0.5922
t = 50 ns: formula 0.8400 0.2700 0.0884; array 0.8392 0.2697 0.0879
t = 100 ns: formula 0.7817 0.4392 0.0745; array 0.7812 0.4384 0.0741
t = 200 ns: formula 0.8256 0.4438 0.0145; array 0.8247 0.4433 0.0145
t = 400 ns: formula 0.8217 0.4530 0.0120; array 0.8213 0.4524 0.0120
t = 700 ns: formula 0.8299 0.4409 0.0136; array 0.8294 0.4403 0.0136
done: every assertion held
```
